Bulk and Interface Spin Asymmetry from Cobalt Multilayer Resistances

**The system**

A multilayer of N cobalt/copper bilayers carries a current perpendicular to its planes. N is even, and each cobalt layer, of thickness t, has copper on both sides. The total copper thickness per bilayer is t_N. The whole stack has area A and resistance R_P when all cobalt moments are parallel. Its resistance is R_AP when half of the moments point up and half point down.

For two samples that differ in cobalt thickness, the quantity

y = (A/N) √[(R_AP − R_P) R_AP]

is 0.85 fΩ m² at t = 2 nm and 0.99 fΩ m² at t = 6 nm.

Electrons of spin ↑ and ↓ form two channels. Unless a part says otherwise, no electron changes channel inside the stack, and the channels join outside the two contacts. Resistances within a channel add in series. For electrons with spin along the local moment (upper sign) or against it (lower sign), the channel values are

cobalt resistivity: 2ρ*(1 ∓ β)
resistance × area of one interface: 2AR*(1 ∓ γ).

Copper has resistivity 2ρ_N in each channel, and each contact has resistance × area 2AR_c in each channel. The factors 2 make two equal channels in parallel return ρ_N and AR_c. Take β and γ positive.

**(a) Find the resistance × area of each spin channel in the parallel and antiparallel states.**

*Answer.* In the parallel state let every moment point up. A spin-↑ electron then meets the upper sign in every cobalt layer and at both of its interfaces. Adding N bilayers and two contacts gives

channel ↑ = N[2ρ_N t_N + 2ρ*(1 − β)t + 2·2AR*(1 − γ)] + 2·2AR_c.

Collect the terms without and with an asymmetry:

S = N(ρ_N t_N + ρ*t + 2AR*) + 2AR_c
D = N(βρ*t + 2γAR*).

The spin-↑ channel is therefore 2(S − D). A spin-↓ electron meets the lower sign everywhere, so its channel is 2(S + D).

In the antiparallel state each electron crosses N/2 layers with the upper sign and N/2 with the lower. The asymmetric terms are −D and +D in equal halves and cancel. Both channels are 2S. The order of the layers does not matter here, because resistances in series add in any order.

**(b) Hence express y in terms of the layer and interface parameters. Explain what happens to the copper and contact resistances.**

*Answer.* Two resistances in parallel combine as product over sum:

AR_P = 2(S − D)·2(S + D)/[2(S − D) + 2(S + D)] = (S² − D²)/S

AR_AP = 2S·2S/(4S) = S.

The difference is

A(R_AP − R_P) = S − (S² − D²)/S = D²/S.

Multiplication by AR_AP = S removes the denominator:

A²(R_AP − R_P)R_AP = D².

Since D is positive, the square root is D, and division by N gives

y = βρ*t + 2γAR*.

Copper and contacts enter S but not D. They reduce the resistance change D²/S, and the factor R_AP compensates for this reduction. The compensation requires that their resistance be equal in both channels and lie where the channels are still separate.

The resistances in y are those of the whole stack, and the division by N comes after the square root. The factor 2 in the second term counts the two interfaces of each cobalt layer.

**(c) Extract the slope and the intercept of y against t, with units. At what thickness would the two terms be equal?**

*Answer.* Two readings fix the two constants of a straight line. With y₁ at t₁ = 2 nm and y₂ at t₂ = 6 nm,

βρ* = (y₂ − y₁)/(t₂ − t₁)
= (0.99 − 0.85) fΩ m²/(4 nm)
= 0.14 × 10⁻¹⁵ Ω m²/(4 × 10⁻⁹ m)
= 3.5 × 10⁻⁸ Ω m = 35 nΩ m.

The bulk term at 2 nm is

35 × 10⁻⁹ Ω m × 2 × 10⁻⁹ m = 0.07 × 10⁻¹⁵ Ω m² = 0.07 fΩ m².

Subtracting it from the first reading leaves

2γAR* = 0.85 − 0.07 = 0.78 fΩ m² = 7.8 × 10⁻¹⁶ Ω m².

The second reading was used in the slope, so its agreement, 0.21 + 0.78 = 0.99 fΩ m², checks the arithmetic and not the physics. A third thickness would be needed to test whether the data are linear.

The bulk term supplies 8% of y at 2 nm and 21% at 6 nm, so the interfaces dominate both readings. The terms would be equal at

t = 0.78 × 10⁻¹⁵ Ω m²/(35 × 10⁻⁹ Ω m) ≈ 22 nm.

This is an extrapolation well beyond the measured range. The intercept is likewise an extrapolation to t = 0, and it does not describe a real film too thin to be continuous.

**(d) What do the two constants say about the channels? Can β, ρ*, γ and AR* be found separately?**

*Answer.* The difference between the channel resistivities of cobalt is

ρ↓ − ρ↑ = 2ρ*(1 + β) − 2ρ*(1 − β) = 4βρ* = 140 nΩ m,

with arrows taken relative to the local moment. For one interface,

AR↓ − AR↑ = 4γAR* = 2 × 0.78 = 1.56 fΩ m².

The readings thus determine differences between channels. They do not determine the resistivity of cobalt or the mean resistance of an interface, because β occurs only in the product βρ* and γ only in γAR*.

Two parameter sets show this for N = 20 and t_N = 10 nm. Resistivities are in nΩ m, and AR* and AR_c in fΩ m².

Set 1: ρ* = 75, β = 0.467, AR* = 0.50, γ = 0.780, ρ_N = 6, AR_c = 3.
Set 2: ρ* = 50, β = 0.700, AR* = 0.45, γ = 0.867, ρ_N = 20, AR_c = 1.

Both give y = 0.85 and 0.99 fΩ m². Their total resistances differ. At t = 2 nm, set 1 has

AR_AP = 20(0.06 + 0.15 + 1.00) + 6 = 30.2 fΩ m²,

while set 2 has 26.0 fΩ m². At 6 nm the values are 36.2 and 30.0 fΩ m².

The total resistance therefore supplies part of the missing information. If all other quantities are held fixed, S has slope Nρ* against t. For set 1,

ρ* = (36.2 − 30.2) fΩ m²/(20 × 4 nm) = 0.075 fΩ m²/nm = 75 nΩ m,

and β = 35/75 = 0.467 follows. To separate AR* from γ, one must also know the copper and contact terms in S.

**(e) Each reading may be wrong by up to h = 0.005 fΩ m² through rounding. Find the largest errors in the slope and intercept.**

*Answer.* The slope contains y₂ − y₁. Its error is largest when the readings err in opposite directions:

δ(βρ*) = 2h/(t₂ − t₁) = 0.010 fΩ m²/(4 nm) = 2.5 nΩ m.

The intercept can be written as

2γAR* = y₁ − t₁(y₂ − y₁)/(t₂ − t₁) = (t₂y₁ − t₁y₂)/(t₂ − t₁).

Its coefficients have opposite signs, so opposite reading errors are again the worst case:

δ(2γAR*) = h(t₂ + t₁)/(t₂ − t₁) = 0.005 × 8/4 = 0.010 fΩ m².

Relative to the extracted values, these are 7% for the slope and 1.3% for the intercept. The errors are linked: if y₁ is too high and y₂ too low, the slope is too small and the intercept too large.

**(f) Find how y changes if (i) the supposed antiparallel state has a net moment fraction m = (N↑ − N↓)/N, or (ii) a normal wire of resistance × area L, referred to the same area A, is measured in series outside the region of separate channels. Evaluate both for set 1 at 2 nm, with m = 0.20 and L = 3.0 fΩ m².**

*Answer.* (i) The asymmetric terms now cancel except for a fraction m. The channels are 2(S − mD) and 2(S + mD), and their parallel combination is

AR' = (S² − m²D²)/S.

Subtracting AR_P gives

A(R' − R_P) = (S² − m²D² − S² + D²)/S = (1 − m²)D²/S.

With R' in place of R_AP throughout y, the product becomes

(1 − m²)(D²/S)·(S² − m²D²)/S = D²(1 − m²)(1 − m²D²/S²).

Thus y is multiplied by √[(1 − m²)(1 − m²D²/S²)]. The factor is 1 for m = 0. It vanishes for m = 1, when the two states are the same.

At 2 nm, D = 20 × 0.85 = 17.0 fΩ m² and S = 30.2 fΩ m², so D²/S² = 0.317. The factor is √(0.96 × 0.987) = 0.974, and y falls from 0.850 to 0.828 fΩ m².

(ii) The wire adds L to both total resistances. Their difference is still D²/S, but the second factor is now S + L:

(D²/S)(S + L) = D²(1 + L/S).

Hence y is multiplied by √(1 + L/S) = √(1 + 3.0/30.2) = 1.048 and rises to 0.891 fΩ m².

A contact inside the two-channel region changes S in both factors and cancels. The wire enters only one factor and does not. Since S grows with t, the relative error is smaller for the thicker sample. Used on both samples, the wire raises the extracted intercept by 5.3% and lowers the slope by 0.7%.

**(g) Now allow spin relaxation in cobalt. Let μ↑ and μ↓ be the channel potentials in volts, J↑ and J↓ the current densities, Δ = μ↑ − μ↓, and dJ↑/dz = −gΔ. Find the equation for Δ. Then find the extra resistance when the moment of a very long cobalt bar reverses abruptly at z = 0, without an interface resistance.**

*Answer.* Ohm's law in each channel is dμ_s/dz = −ρ_s J_s. The total current J = J↑ + J↓ is conserved, so dJ↓/dz = +gΔ. In a uniform region,

d²Δ/dz² = −ρ↑ dJ↑/dz + ρ↓ dJ↓/dz = (ρ↑ + ρ↓)gΔ = 4ρ*gΔ.

This is d²Δ/dz² = Δ/ℓ², with spin-diffusion length ℓ = 1/√(4ρ*g).

Let the moment point up for z > 0 and down for z < 0. The bar is unchanged if z is reversed and the spin labels are exchanged, but the current then flows the other way. Because the equations are linear, changing the sign of all potentials and currents restores the original current. With the zero of potential chosen suitably, this gives J↑(z) = J↓(−z) and μ↑(z) = −μ↓(−z). Hence J↑ = J↓ = J/2 at z = 0, and Δ(z) = −μ↓(−z) + μ↑(−z) = Δ(−z) is even in z. Far from the reversal Δ vanishes, so for z > 0

Δ = Δ₀ exp(−z/ℓ), with slope −Δ₀/ℓ just to the right of z = 0.

Ohm's law gives the same slope as

−(ρ↑ − ρ↓)J/2 = −(−4βρ*)J/2 = 2βρ*J.

Therefore Δ₀ = −2βρ*ℓJ.

To find the voltage, use for z > 0 the weighted potential

M = [(1 + β)μ↑ + (1 − β)μ↓]/2 = (μ↑ + μ↓)/2 + βΔ/2.

Its slope is

dM/dz = −ρ*(1 − β²)(J↑ + J↓) = −ρ*(1 − β²)J,

the constant slope of a uniform bar. For z < 0 the sign of β is reversed, so M = (μ↑ + μ↓)/2 − βΔ/2, with the same slope. The channel potentials are continuous at z = 0, but M jumps by βΔ₀ = −2β²ρ*ℓJ. This is an additional voltage drop, equivalent to

A ΔR = 2β²ρ*ℓ.

With set 1 and ℓ = 60 nm this is 2 × 0.467² × 75 × 60 × 10⁻³ = 1.96 fΩ m². It depends on ℓ and not on the length of the bar. The linear law of part (b) therefore cannot continue to cobalt layers much thicker than ℓ.

**(h) The table gives the slope and intercept extracted from calculated readings for set 1. Are 2 and 6 nm thin enough for spin relaxation to be ignored? Discuss the use of the result for real Co/Cu multilayers.**

The calculation solves Kirchhoff's laws for two resistor chains joined by links that represent relaxation. In the antiparallel state the moments alternate from one cobalt layer to the next. Spin-diffusion lengths are 60 nm in cobalt and 500 nm in copper. Each interface, where flips are included there, has a ratio of thickness to spin-flip length of 0.25.

| Case | Slope (nΩ m) | Intercept (fΩ m²) |
|---|---|---|
| no flips | 35.0 | 0.780 |
| flips in layers | 36.0 | 0.785 |
| flips in layers and interfaces | 31.2 | 0.814 |
| same, contacts removed | 31.9 | 0.760 |

*Answer.* Flips in the layers alone raise the slope by 2.9% and the intercept by 0.6%, relative to the no-flip values. Both shifts are smaller than the rounding errors of part (e). With interface flips included, the slope is 11% too low and the intercept 4.3% too high. These shifts exceed the rounding errors. All four shifts belong to N = 20 with contacts and an interface ratio of 0.25. The slope with all flips stays 8% to 17% low for N from 2 to 200, but the intercept shift changes sign with N and is below 1% in size at N = 60 and 200. Without contacts the slope shift from layer flips alone is −1.7%, and at an interface ratio of 0.1 the slope shift with all flips is only −1.5%. Thin layers are therefore not a sufficient condition: the interfaces must also conserve spin.

The order of the moments matters too. Part (a) could ignore it because no electron changed channel. With flips, the table holds only for alternating moments. If the up moments are grouped in one thick block and the down moments in another, spins can relax inside each block, and the same thin layers can give much larger shifts.

In this stack, with N = 20 and contacts, the lower slope comes from the thinner sample. This is not general: without contacts both readings fall below their no-flip values, the thicker one by more, and the slope is still 9% low. Adding interface flips raises its reading from 0.857 to 0.876 fΩ m², while the reading at 6 nm stays at 1.001 fΩ m².

The contacts no longer cancel either. With all flips present, removing them lowers the readings from 0.876 and 1.001 to 0.823 and 0.951 fΩ m². The cancellation in part (b) was derived for channels that stay separate throughout the stack, and flips break that condition.

The parameters of set 1 are rough typical values for Co/Cu at liquid-helium temperature with superconducting contacts; the length in copper depends strongly on its purity. A real multilayer breaks the assumption of spin conservation, and in this model interface flips shift the slope more than layer flips do. Shortening the lengths to 40 nm in cobalt and 200 nm in copper, of room-temperature size, with all else fixed and all flips present, gives 30.7 nΩ m and 0.81 fΩ m². This is not a full room-temperature prediction, since resistivities, spin asymmetries and contacts would change too.

The values 35 nΩ m and 0.78 fΩ m² are thus the no-flip reading of the data. If flips matter, they are apparent values, and the underlying products must be found by fitting a model with relaxation to the measured resistances. The numerical output below lists the individual readings and shifts.

Calculated quantities

```
Co thicknesses (nm): [2. 6.]
readings per bilayer (fOhm m^2): [0.85 0.99]
slope beta*rho = 35.00 nOhm m = 3.50e-08 Ohm m
intercept 2*gamma*AR = 0.780 fOhm m^2 = 7.80e-16 Ohm m^2
gamma*AR for one interface = 0.390 fOhm m^2
rho_down - rho_up = 140.0 nOhm m
AR_down - AR_up, one interface = 1.560 fOhm m^2
equal bulk and interface terms at t = 22.29 nm
bulk terms (fOhm m^2): [0.07 0.21]
bulk shares (percent): [ 8.2 21.2]
rounding +-0.005 fOhm m^2: slope +-2.50 nOhm m, intercept +-0.010 fOhm m^2
Rough Co/Cu model at liquid-helium temperature:
N = 20, Cu thickness = 10 nm
rho Co = 75, rho Cu = 6 nOhm m
AR interface = 0.50, each contact = 3.0 fOhm m^2
beta = 0.467, gamma = 0.780 (no unit)
no-flip total A R_AP (fOhm m^2): [30.2 36.2]
no-flip total A R_P (fOhm m^2): [20.63 25.37]
ladder readings, no flips (fOhm m^2): [0.85 0.99]
Second parameter set with the same two products:
rho Co = 50, rho Cu = 20 nOhm m, beta = 0.700
AR = 0.45, contact = 1.0 fOhm m^2, gamma = 0.867
its total A R_AP (fOhm m^2): [26. 30.]
its readings (fOhm m^2): [0.85 0.99]
spin-diffusion lengths: Co 60 nm, Cu 500 nm
shorter lengths: Co 40 nm, Cu 200 nm
interface thickness/spin-flip length = 0.25 (no unit)
reversal resistance: ladder 1.9599, formula 1.9600 fOhm m^2
imperfect AP net moment fraction = 0.20 (no unit)
normal wire = 3.0 fOhm m^2
Case: readings (fOhm m^2); slope (nOhm m); intercept (fOhm m^2)
layer flips: 0.8568, 1.0009; 36.03; 0.7847
layer+interface flips: 0.8759, 1.0006; 31.16; 0.8136
same, no contacts: 0.8232, 0.9508; 31.88; 0.7595
same, shorter lengths: 0.8717, 0.9943; 30.65; 0.8104
imperfect AP, no flips: 0.8275, 0.9642; 34.16; 0.7592
normal wire, no flips: 0.8912, 1.0302; 34.75; 0.8217
Changes against the no-flip values (percent): slope; intercept
layer flips: +2.9; +0.6
layer+interface flips: -11.0; +4.3
same, no contacts: -8.9; -2.6
same, shorter lengths: -12.4; +3.9
imperfect AP, no flips: -2.4; -2.7
normal wire, no flips: -0.7; +5.3
```
